\section*{Film Stress on a Bowed Wafer Needs the Signed Curvature Change}

\section{Definitions and conventions}

A circular wafer of radius $R$ and thickness $h_s$ lies with its film side up. The film has thickness $h_f\ll h_s$. Height $z$ is measured upward from the wafer's midplane, and $w(r)$ is the height of that midplane at distance $r$ from the centre. For a shallow spherical shape,
\begin{equation}
w(r)=\tfrac12\kappa r^2,\qquad w'=\kappa r,\qquad w''=\kappa .
\end{equation}
The curvature $\kappa$ is positive when the film side is concave. The bow is the height of the rim above the centre,
\begin{equation}
B=w(R)-w(0)=\tfrac12\kappa R^2,\qquad\text{so}\qquad \kappa=\frac{2B}{R^2}.
\label{bow}
\end{equation}
Tensile stress is positive. The subscript 0 marks values before deposition: $\kappa_0$ and $B_0$. An instrument may count bow with the opposite sign; both readings must then be converted, since otherwise the stress comes out with the wrong sign.

The film is taken as uniform, with the same stress $\sigma_f$ in all in-plane directions. The wafer is linearly elastic and of uniform thickness, and its bow is well below its thickness.

\section{The belief and its appeal}

The belief is that one measurement after deposition suffices: find $\kappa$ and insert it into Stoney's formula,
\begin{equation}
\sigma_{\rm single}=\frac{M_s h_s^2\,\kappa}{6h_f},\qquad M_s=\frac{E_s}{1-\nu_s},
\label{single}
\end{equation}
where $E_s$ and $\nu_s$ are the wafer's Young modulus and Poisson ratio. A tensile film pulls its side of the wafer together and makes it concave, so a concave wafer seems to announce a tensile film.

For a wafer that was flat beforehand, this reasoning is sound. The hidden step is to treat the final shape as if the film had made all of it. A wafer can be curved with no film on it, and that curvature says nothing about the film.

\section{What the film has to bend}

\subsection{Strain is counted from the initial shape}

When the midplane tilts by a small slope $w'$, a point at height $z$ above it moves horizontally by $-zw'$. The radial strain from this motion is its derivative, $-zw''$, and the circumferential strain is the displacement divided by the radius, $-zw'/r$. For a spherical shape both equal $-z\kappa$: the upper face of a concave wafer is shortened.

Suppose that the bare wafer is free of stress in its initial shape $\kappa_0$. Elastic strain is the departure from that shape, so
\begin{equation}
\varepsilon(z)=\varepsilon_0-z(\kappa-\kappa_0),
\label{strain}
\end{equation}
where $\varepsilon_0$ is a uniform in-plane strain. If $\kappa=\kappa_0$, the wafer is curved but carries no bending stress. This is the point at which the single reading fails.

\subsection{From strain to stress}

The in-plane strains are equal, $\varepsilon_x=\varepsilon_y=\varepsilon$, and the faces are free, so $\sigma_z=0$. For a cubic crystal cut on (001), with axes along the cube edges,
\begin{align}
0=\sigma_z&=2C_{12}\varepsilon+C_{11}\varepsilon_z
\quad\Rightarrow\quad \varepsilon_z=-\frac{2C_{12}}{C_{11}}\varepsilon,\\
\sigma_x=\sigma_y&=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon .
\end{align}
The bracket is the biaxial modulus $M_s$. It agrees with $E_s/(1-\nu_s)$ for constants taken along the cube edges, because equal stresses give $\varepsilon=(\sigma-\nu_s\sigma)/E_s$. Two equal in-plane stresses without shear keep the same components when the axes are turned about the surface normal, so $M_s$ has no in-plane direction dependence here.

\subsection{Balance of force and moment}

Cut the free wafer along a vertical plane, away from the rim. No outside force acts and the state is the same all along the cut, so the force per unit length across it vanishes:
\begin{equation}
\int_{-h_s/2}^{h_s/2}M_s\varepsilon(z)\,dz+\sigma_fh_f
=M_sh_s\varepsilon_0+\sigma_fh_f=0 .
\end{equation}
The term linear in $z$ integrates to zero. This equation fixes $\varepsilon_0=-\sigma_fh_f/(M_sh_s)$: a tensile film compresses the wafer slightly.

The moment about the midplane vanishes too. The thin film acts at height $h_s/2$, which gives
\begin{equation}
\int_{-h_s/2}^{h_s/2}M_s\left[\varepsilon_0-z(\kappa-\kappa_0)\right]z\,dz
+\sigma_fh_f\frac{h_s}{2}=0 .
\end{equation}
Now the $\varepsilon_0$ term drops out, being odd in $z$, and $\int z^2dz=h_s^3/12$. Hence
\begin{equation}
\frac{M_sh_s^3}{12}(\kappa-\kappa_0)=\frac{\sigma_fh_fh_s}{2}.
\end{equation}
Multiplying by $2/(h_fh_s)$ gives
\begin{equation}
\boxed{\;\sigma_f=\frac{M_sh_s^2(\kappa-\kappa_0)}{6h_f}\;}
\label{stoney}
\end{equation}
A tensile film makes the curvature more positive, whatever its starting value.

The film's elastic constants never entered, because the balance uses the film's force and not the strain that caused it. For the same reason, $\sigma_f$ is the stress in the final, released state, even if the wafer was held flat during deposition.

\section{When the sign reverses}

Subtracting (\ref{stoney}) from (\ref{single}) gives the error of the single reading:
\begin{equation}
\sigma_{\rm single}-\sigma_f=\frac{M_sh_s^2\kappa_0}{6h_f}\equiv\sigma_0 .
\label{offset}
\end{equation}
It does not depend on the film stress. A film with no stress at all would be assigned the stress $\sigma_0$. At fixed initial bow the error grows as $1/h_f$, so thin films suffer most.

The two results have opposite signs when their product is negative. The prefactors are positive, so the condition is
\begin{equation}
\kappa(\kappa-\kappa_0)<0 .
\end{equation}
This holds when $\kappa$ lies between $0$ and $\kappa_0$: the film has removed part of the initial bow without passing through flatness. For $\kappa_0>0$, inserting $\sigma_{\rm single}=\sigma_f+\sigma_0$ turns the condition into
\begin{equation}
-\sigma_0<\sigma_f<0 .
\label{window}
\end{equation}
For $\kappa_0<0$ the window is $0<\sigma_f<|\sigma_0|$. Beyond the ends of the window the single reading has the right sign but, for $\kappa_0\neq0$, still the wrong size.

\section{A number}

Take a silicon (001) wafer with $R=100$ mm and $h_s=725\,\mu$m, and a film with $h_f=500$ nm. With $C_{11}=166$ GPa and $C_{12}=64$ GPa,
\begin{equation}
M_s=166+64-\frac{2(64)^2}{166}=180.7\ \text{GPa}.
\end{equation}
The bow is $+40\,\mu$m before deposition and $+15\,\mu$m after. Equation (\ref{bow}) gives
\begin{equation}
\kappa_0=\frac{2(40\times10^{-6})}{(0.100)^2}=0.0080\ \text{m}^{-1},\qquad
\kappa=0.0030\ \text{m}^{-1},
\end{equation}
and a change of $-0.0050$ m$^{-1}$. Therefore
\begin{equation}
\sigma_f=\frac{(180.7\times10^9)(725\times10^{-6})^2(-0.0050)}
{6(500\times10^{-9})}\ \text{Pa}=-158\ \text{MPa}.
\end{equation}
The film is compressive. The final curvature alone gives $+95$ MPa, a tensile film. The difference is the offset $\sigma_0=+253$ MPa of (\ref{offset}). The wafer still looks concave because the film has undone $25\,\mu$m of a $40\,\mu$m bow.

\section{A test that does not use the formula}

The result can be tested on a simulated layered plate. A misfit strain is given to the film, the elastic energy is minimised with the stretching caused by finite slopes included, and the film stress is read directly from the strains. The same misfit on four wafers gives:
\begin{center}
\begin{tabular}{rrrrr}
$B_0$ & $B$ & film stress & signed change & single reading\\
($\mu$m) & ($\mu$m) & (MPa) & (MPa) & (MPa)\\[2pt]
$+40$ & $+15.03$ & $-158.1$ & $-158.1$ & $+95.1$\\
$+10$ & $-14.98$ & $-158.1$ & $-158.2$ & $-94.9$\\
$0$ & $-24.98$ & $-158.1$ & $-158.1$ & $-158.1$\\
$-40$ & $-64.90$ & $-158.1$ & $-157.6$ & $-410.8$
\end{tabular}
\end{center}
The signed change recovers the film stress within the required 1\% in every row. The single reading does so for the flat wafer alone.

The second row holds another trap. Its bow passes through zero, and the magnitude grows from 10 to about $15\,\mu$m. Subtracting magnitudes gives a change of $+5\,\mu$m and a stress of $+32$ MPa, again a false tension. Taking a difference is not enough; the signs must be kept.

The window (\ref{window}) was tested on the $+40\,\mu$m wafer, where it runs from $-253$ MPa to zero. Films near $-200$ and $-50$ MPa leave bows of $+8.4$ and $+32.1\,\mu$m, so the single reading reverses their sign. Films near $-300$ and $+50$ MPa leave $-7.4$ and $+47.9\,\mu$m, and their sign survives.

Replacing the film modulus of 70 GPa by 300 GPa leaves the formula equally good: the film stress and the inferred stress are both $-157.4$ MPa. Holding the wafer flat during deposition, with the same misfit, shifts the final film stress by $-0.24$ MPa. Release lets the initially concave face contract, and the film contracts with it.

\section{Where the initial bow comes from}

The initial bow need not be the wafer's natural shape. Let the natural curvature be $\kappa_n$, and let an earlier layer exert a moment $m$ per unit length. The moment balances before and after the new film are
\begin{align}
\frac{M_sh_s^3}{12}(\kappa_0-\kappa_n)&=m,\\
\frac{M_sh_s^3}{12}(\kappa-\kappa_n)&=m+\frac{\sigma_fh_fh_s}{2}.
\end{align}
Their difference removes both $m$ and $\kappa_n$ and returns (\ref{stoney}). In the simulation, a back-side film at $-253$ MPa bows a flat wafer to $+39.94\,\mu$m. The new film takes it to $+15.02\,\mu$m, and the signed change gives $-157.8$ MPa against an actual $-158.0$ MPa. The cancellation assumes that $m$ stays fixed. The new film strains the earlier layer elastically, which for a back-side layer of biaxial modulus $M_b$ and thickness $h_b$ lowers the inferred magnitude by about $2M_bh_b/(M_sh_s)\approx0.06\%$ here. If deposition heats the wafer enough to alter the earlier layer, $m$ changes further, and the formula blames the new film for it.

Gravity cancels in the same way if the support and orientation are the same in both readings. For a wafer with a natural bow of $+40\,\mu$m and no back-side film, supported at its rim, the weight raises the simulated bows from $+40$ and $+15.0\,\mu$m to $+63.7$ and $+38.8\,\mu$m, yet their difference still gives $-157.8$ MPa. If the sag of about $24\,\mu$m enters the final reading alone, it adds a false stress of about $+150$ MPa, nearly enough to hide the film's compression. The simulation treats the wafer as isotropic, with the cube-edge constants, which is only approximate for the sag and for the stretching errors given in the next section: with the cubic stiffness kept, the sag falls from $23.8$ to $23.3\,\mu$m and the false stress from $+151$ to $+147$ MPa.

\section{Limits of the formula}

Finite film thickness moves the film's line of action from $h_s/2$ to $(h_s+h_f)/2$. Equation (\ref{stoney}) then overstates the stress by the fraction $h_f/h_s=0.069\%$, if the much smaller bending moment within the film is neglected. The simulation gives the same value.

Large bows matter more. A slope $w'$ lengthens a radial line by the strain $w'^2/2$, so changing the curvature adds a stretching strain of order $|\kappa^2-\kappa_0^2|R^2$. Compared with the bending strain, of order $h_s|\kappa-\kappa_0|$, its relative size is
\begin{equation}
\frac{|\kappa+\kappa_0|R^2}{h_s}\sim\frac{|B+B_0|}{h_s},
\end{equation}
up to a numerical factor. Take first a wafer whose initial bow is its natural, stress-free shape. For a nearly spherical shape the stretching energy then varies as $(\kappa^2-\kappa_0^2)^2$, and its derivative with respect to $\kappa$ gives a moment proportional to $\kappa(\kappa+\kappa_0)(\kappa-\kappa_0)$. When $\kappa(\kappa+\kappa_0)>0$, as in the two cases below, this moment opposes the change of curvature, and stretching makes the formula understate the stress. When $\kappa$ lies between $0$ and $-\kappa_0$, the effect is the opposite. The bending moment is proportional to $\kappa-\kappa_0$, so the formula's relative error from stretching is of order $|B(B+B_0)|/h_s^2$, again up to a numerical factor. It grows as the square of the bows, not in proportion to the strain ratio above. If the natural curvature $\kappa_n$ differs from $\kappa_0$, the stretching moment is proportional to $\kappa(\kappa^2-\kappa_n^2)$, and its change between the two readings replaces the factor $\kappa(\kappa+\kappa_0)$ by $\kappa^2+\kappa\kappa_0+\kappa_0^2-\kappa_n^2$. For a naturally flat wafer bowed by an earlier layer this factor is positive, so stretching understates the stress whatever the sign of $\kappa$: a bow going from about $+100$ to $-50\,\mu$m gives a stretching error of $-0.4\%$, against $+0.13\%$ when the initial bow is natural. For the $+40\,\mu$m wafer stretching partly cancels the overstatement due to film thickness, which leaves a total overstatement of $0.025\%$ of the actual stress in the isotropic simulation. For a $+400\,\mu$m wafer with the same film misfit, the inferred magnitude is $13\%$ too small in the same simulation, and about $14.5\%$ too small if the cubic stiffness of the (001) wafer is kept. Signed subtraction remains necessary there, but the linear formula is no longer adequate.

\section{Beside a real wafer}

The example uses rough typical values for a deposited oxide on a 200 mm silicon wafer, and such films can carry a compressive stress of this size. Each micrometre of bow change is worth 6.3 MPa, so independent random errors of $1\,\mu$m in the two readings give 9 MPa. With rough expansion coefficients, the film stress itself changes by about 0.18 MPa per kelvin. Using the (111) modulus, 230 GPa, for this (001) wafer would overstate the stress by 27\%. Real films also vary in thickness: at a given bow change, a film 5\% thinner than assumed has a stress about 5\% larger. A patterned film breaks the assumption of uniform, equal in-plane stress, and its effect is not sized here. Among the errors sized for this wafer, the largest is the omitted initial bow, at 253 MPa. The numerical output below lists the dimensions and elastic constants used; the density and expansion coefficients are in the program.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
Wafer radius: 100 mm
Wafer thickness: 725 um
Film thickness: 500 nm
Silicon C11, C12, C44: 166, 64, 80 GPa
Wafer Young modulus along cube axis: 130.4 GPa
Wafer Poisson ratio along cube axes: 0.278 (no unit)
Wafer biaxial modulus (001): 180.7 GPa
Film Young modulus, Poisson ratio: 70 GPa, 0.17
WORKED EXAMPLE
Bow before, after: +40, +15 um
Curvature before, after, change: +0.0080, +0.0030, -0.0050 1/m
Stress from signed change: -158.3 MPa
Stress from final curvature alone: +95.0 MPa
False stress offset from initial bow: +253.2 MPa
Stress per um of bow change: 6.33 MPa/um
SIMULATED PLATE, same film misfit on different wafers
Bow +40 -> +15.03 um; film -158.1, signed -158.1, single +95.1 MPa
Bow +10 -> -14.98 um; film -158.1, signed -158.2, single -94.9 MPa
Bow +0 -> -24.98 um; film -158.1, signed -158.1, single -158.1 MPa
Bow -40 -> -64.90 um; film -158.1, signed -157.6, single -410.8 MPa
Unsigned-magnitude stress for the +10 um wafer: +31.6 MPa
SIGN OF SINGLE READING on the +40 um wafer
Film -299.6 MPa: final bow -7.37 um, sign reversed: no
Film -199.7 MPa: final bow +8.43 um, sign reversed: yes
Film -49.9 MPa: final bow +32.12 um, sign reversed: yes
Film +49.9 MPa: final bow +47.88 um, sign reversed: no
OTHER CASES
Film modulus 300 GPa: film -157.4, signed -157.4 MPa
Film stress shift if held flat in deposition: -0.24 MPa
Back film -252.9 MPa: bow +39.94 -> +15.02 um; film -158.0, signed -157.8 MPa
With gravity: bow +63.73 -> +38.81 um; signed -157.8 MPa
SIZE OF NEGLECTED EFFECTS
Gravity sag, rim support, isotropic plate: 23.8 um
False stress if sag is in the final reading only: +151 MPa
Formula error from finite film thickness: +0.069 %
Total formula error, +40 um wafer: +0.025 %
Total formula error, +400 um wafer: -13.4 %
Biaxial modulus of a (111) wafer: 229.8 GPa
Stress error if (111) value is used for (001): +27 %
Film stress change per kelvin of heating: +0.18 MPa/K
Stress error for 1 um random error in each bow: 9.0 MPa
\end{verbatim}
